# Why a self-consistent single-site impurity can miss the Friedel sum rule: a program that tests the result

```python
"""
Result under test: relaxing only the impurity site does not enforce the Friedel
sum rule; the Lloyd charge
    dN = -(2/pi) Im ln det[1 - G0(EF + i0) v]
approaches the valence difference dZ when neighbour shells are relaxed too and
the interaction is the long-range Coulomb one.
Symbols: G0 host Green function of a simple cubic s band, v site potential
shifts (eV), EF Fermi level, dn site electron changes (both spins), W Coulomb
matrix (eV), U its diagonal, D host density of states at EF (both spins).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import jv

HOP, LATTICE, FERMI, U_SITE, DZ = 1.0, 3.0, -1.0, 10.0, 1.0
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def host_green(z, reach, shift=0.6, points=36):
    """G0 for separations 0..reach on each axis; k is moved into the complex
    plane against the group velocity, so the real-energy limit is smooth."""
    theta = (np.arange(points) + 0.5) * np.pi / points
    k = theta - 1j * shift * np.sin(theta)
    jacobian = 1 - 1j * shift * np.cos(theta)
    band = -2 * HOP * np.cos(k)
    wave = np.cos(np.outer(np.arange(reach + 1), k)) * jacobian / points
    resolvent = 1 / (z - band[:, None, None] - band[None, :, None] - band)
    return np.einsum("ai,bj,ck,ijk->abc", wave, wave, wave, resolvent,
                     optimize=True)


# Quadrature on the vertical line EF + iy, 0 < y < infinity
x, wx = np.polynomial.legendre.leggauss(24)
y_nodes = 3.0 * (1 + x) / (1 - x)
y_weights = wx * 6.0 / (1 - x) ** 2
table = np.array([host_green(FERMI + 1j * y, 6)
                  for y in np.concatenate(([0.0], y_nodes))])
dos = -2 / np.pi * table[0, 0, 0, 0].imag
filling = 1 + 2 / np.pi * np.sum(y_weights * table[1:, 0, 0, 0].real)

# Sites ordered by distance from the impurity
axis = np.arange(-3, 4)
all_sites = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
square = np.sum(all_sites ** 2, axis=1)
order = np.argsort(square, kind="stable")
all_sites, square = all_sites[order], square[order]


def cluster(max_square, long_range=True):
    sites = all_sites[square <= max_square]
    delta = sites[:, None, :] - sites[None, :, :]
    d = np.abs(delta)
    green = table[:, d[..., 0], d[..., 1], d[..., 2]]
    distance = LATTICE * np.sqrt(np.sum(delta ** 2, axis=2))
    same = np.eye(len(sites), dtype=bool)
    w = np.where(same, U_SITE, 0.0)
    if long_range:
        w = w + np.where(same, 0.0, COULOMB / np.where(same, 1.0, distance))
    return green, w


def lloyd_charge(v, green):
    sign, _ = np.linalg.slogdet(np.eye(len(v)) - green * v[None, None, :])
    phase = np.unwrap(np.angle(sign[::-1]))      # from large y down to y = 0
    return -2 / np.pi * phase[-1]


def site_charges(v, green):
    g0 = green[1:]
    g = np.linalg.solve(np.eye(len(v)) - g0 * v[None, None, :], g0)
    change = np.diagonal(g - g0, axis1=1, axis2=2).real
    dn = 2 / np.pi * y_weights @ change
    chi = 2 / np.pi * np.einsum("y,yij->ij", y_weights,
                                (g * g.transpose(0, 2, 1)).real)
    return dn, chi


def self_consistent(green, w, dz, start=None):
    n = len(w)
    v = np.zeros(n)
    if start is not None:
        v[:len(start)] = start
    source = np.zeros(n)
    source[0] = dz
    for _ in range(40):
        dn, chi = site_charges(v, green)
        residual = v - w @ (dn - source)
        if np.max(np.abs(residual)) < 1e-9:
            return v, dn
        v = v - np.linalg.solve(np.eye(n) - w @ chi, residual)
    raise AssertionError("self-consistency not reached")


# Test: host Green function against its time integral with Bessel functions
time = np.linspace(0, 600, 60001)
z_test = FERMI + 0.05j
g_test = host_green(z_test, 2)
for site in [(0, 0, 0), (2, 1, 0)]:
    amplitude = np.exp(1j * z_test * time) * (1j) ** sum(site)
    for component in site:
        amplitude = amplitude * jv(component, 2 * HOP * time)
    assert abs(-1j * simpson(amplitude, x=time) - g_test[site]) < 1e-5

# Test: host filling against a direct count of occupied k points
cosine = np.cos((np.arange(120) + 0.5) * np.pi / 120)
energies = -2 * HOP * (cosine[:, None, None] + cosine[None, :, None] + cosine)
count_filling = 2 * np.mean(energies < FERMI)
assert abs(count_filling - filling) < 3e-3

# Test: Lloyd phase against eigenvalue counts in a periodic 5x5x5 crystal
ring = -HOP * (np.roll(np.eye(5), 1, axis=0) + np.roll(np.eye(5), -1, axis=0))
one = np.eye(5)
h0 = (np.kron(np.kron(ring, one), one) + np.kron(np.kron(one, ring), one)
      + np.kron(np.kron(one, one), ring))
chosen = np.array([0, 1, 4, 5, 20, 25, 100])
v_test = np.array([-8.0] + [-3.0] * 6)
full_v = np.zeros(125)
full_v[chosen] = v_test
e0, vec0 = np.linalg.eigh(h0)
e1 = np.linalg.eigvalsh(h0 + np.diag(full_v))
local_vec = vec0[chosen]
counts = []
for energy in (-5.3, -2.8, -0.4, 2.0):
    zs = energy + 1j * np.logspace(4, -6, 600)
    g_loc = np.einsum("ia,ya,ja->yij", local_vec,
                      1 / (zs[:, None] - e0), local_vec, optimize=True)
    signs, _ = np.linalg.slogdet(np.eye(7) - g_loc * v_test[None, None, :])
    from_phase = -np.unwrap(np.angle(signs))[-1] / np.pi
    counted = np.sum(e1 < energy) - np.sum(e0 < energy)
    assert abs(from_phase - counted) < 1e-2
    counts.append(counted)
assert max(counts) > 0

# Test: potential-function form of the determinant, P = (z - C)/width
width, z_p = 2.0, -0.4 + 0.7j
structure = h0 / width
p_host = np.eye(125) * z_p / width
p_imp = np.diag((z_p - full_v) / width)
s_imp, l_imp = np.linalg.slogdet(p_imp - structure)
s_host, l_host = np.linalg.slogdet(p_host - structure)
g_p = (local_vec / (z_p - e0)) @ local_vec.T
ratio = s_imp / s_host * np.exp(l_imp - l_host)
direct_det = np.linalg.det(np.eye(7) - g_p * v_test[None, :])
assert abs(ratio / direct_det - 1) < 1e-9

# Test: infinite-crystal Lloyd charge at EF + i eV against a sum over sites
multiplicity = np.where(np.arange(13) == 0, 1.0, 2.0)
v_one, total = -2.5, 0.0
for y, weight in zip(y_nodes, y_weights):
    g = host_green(FERMI + 1j * (1 + y), 12, shift=0.0, points=40)
    t_matrix = v_one / (1 - v_one * g[0, 0, 0])
    summed = np.einsum("abc,a,b,c->", g ** 2, multiplicity, multiplicity,
                       multiplicity)
    total += 2 / np.pi * weight * (t_matrix * summed).real
g_low = host_green(FERMI + 1j, 0)[0, 0, 0]
lloyd_broad = -2 / np.pi * np.angle(1 - v_one * g_low)
assert abs(total - lloyd_broad) < 2e-4

# Test: missing charge 1/cosh(kappa R) from the screened integral equation
kappa = np.sqrt(4 * np.pi * dos * COULOMB / LATTICE ** 3)
for radius in (2.0, 4.0):
    r = radius * (np.arange(1000) + 0.5) / 1000
    dr = radius / 1000
    kernel = np.eye(1000) + kappa ** 2 * np.minimum(r[:, None], r) * dr
    u = np.linalg.solve(kernel, -np.ones(1000))
    missing = 1 + kappa ** 2 * np.sum(r * u) * dr
    assert abs(missing - 1 / np.cosh(kappa * radius)) < 1e-4

print(f"hopping {HOP:.1f} eV, lattice constant {LATTICE:.1f} angstrom")
print(f"Fermi level {FERMI:.1f} eV, on-site U {U_SITE:.1f} eV")
print(f"valence difference {DZ:.1f} electrons")
print(f"nearest-neighbour Coulomb energy {COULOMB / LATTICE:.3f} eV")
print(f"host filling {filling:.4f} electrons per site")
print(f"host filling from k-point count {count_filling:.4f} electrons")
print(f"host density of states D {dos:.4f} per eV per site, both spins")
print(f"Thomas-Fermi kappa {kappa:.3f} per angstrom")
print(f"site-sum check at EF + 1i eV, v = {v_one:.1f} eV:")
print(f"  site sum {total:.5f}, Lloyd {lloyd_broad:.5f} electrons")

# A single site forced to be neutral
green_one, _ = cluster(0)
v_neutral = brentq(
    lambda s: site_charges(np.array([s]), green_one)[0][0] - DZ, -40.0, 0.0)
neutral_lloyd = lloyd_charge(np.array([v_neutral]), green_one)
assert abs(neutral_lloyd - DZ) > 0.03
print(f"forced neutral single site: v0 {v_neutral:.3f} eV")
print(f"  Lloyd charge {neutral_lloyd:.4f} electrons")

# Growing self-consistent clusters
print("columns: neighbour shells, sites, v0 (eV), impurity-site dn,")
print("  cluster dn, Lloyd dN, dZ - dN, estimate 1/cosh (electrons)")
errors, previous = [], None
for shells, max_square in enumerate([0, 1, 2, 3, 4, 5, 6, 8, 9, 10, 11]):
    green, w = cluster(max_square)
    assert np.linalg.eigvalsh(w)[0] > 0
    previous, dn = self_consistent(green, w, DZ, previous)
    dn_total = lloyd_charge(previous, green)
    errors.append(DZ - dn_total)
    radius = LATTICE * (3 * len(w) / (4 * np.pi)) ** (1 / 3)
    estimate = DZ / np.cosh(kappa * radius)
    print(f"{shells:2d} {len(w):3d} {previous[0]:7.3f} {dn[0]:7.4f} "
          f"{dn.sum():7.4f} {dn_total:7.4f} {errors[-1]:8.4f} {estimate:.1e}")
    if shells == 0:
        v_single = previous[0]
assert abs(errors[0]) > 0.05
assert max(np.abs(errors[-3:])) < abs(errors[0]) / 3
print(f"largest cluster, first neighbour: v {previous[1]:.4f} eV, "
      f"dn {dn[1]:.4f}")
print(f"v0 in hartree: single site {v_single / HARTREE:.4f}, "
      f"largest cluster {previous[0] / HARTREE:.4f}")

# Control: relaxed neighbours but no Coulomb interaction between sites
print("on-site interaction only: sites, Lloyd dN (electrons)")
for max_square in (0, 1, 4, 9):
    green, w = cluster(max_square, long_range=False)
    v_short, _ = self_consistent(green, w, DZ)
    short_lloyd = lloyd_charge(v_short, green)
    print(f"  {len(w):3d} {short_lloyd:.4f}")
assert abs(short_lloyd - DZ) > 0.1
small = 0.01
v_small, _ = self_consistent(green, w, small)
small_ratio = lloyd_charge(v_small, green) / small
linear_limit = U_SITE * dos / (1 + U_SITE * dos)
assert abs(small_ratio - linear_limit) < 0.05
print(f"on-site only, dZ = {small}: dN/dZ {small_ratio:.4f}")
print(f"  infinite-crystal linear limit UD/(1+UD) {linear_limit:.4f}")
print("verified")
```

Printed output:

```
hopping 1.0 eV, lattice constant 3.0 angstrom
Fermi level -1.0 eV, on-site U 10.0 eV
valence difference 1.0 electrons
nearest-neighbour Coulomb energy 4.800 eV
host filling 0.7143 electrons per site
host filling from k-point count 0.7143 electrons
host density of states D 0.2863 per eV per site, both spins
Thomas-Fermi kappa 1.385 per angstrom
site-sum check at EF + 1i eV, v = -2.5 eV:
  site sum 0.53055, Lloyd 0.53055 electrons
forced neutral single site: v0 -3.741 eV
  Lloyd charge 0.7704 electrons
columns: neighbour shells, sites, v0 (eV), impurity-site dn,
  cluster dn, Lloyd dN, dZ - dN, estimate 1/cosh (electrons)
 0   1  -2.292  0.7708  0.7708  0.5891   0.4109 1.5e-01
 1   7  -1.905  0.6506  0.9817  0.9426   0.0574 1.4e-02
 2  19  -1.893  0.6510  1.0134  0.9548   0.0452 2.1e-03
 3  27  -1.895  0.6506  1.0082  1.0159  -0.0159 8.8e-04
 4  33  -1.894  0.6501  1.0016  1.0205  -0.0205 5.1e-04
 5  57  -1.894  0.6500  0.9975  1.0303  -0.0303 9.8e-05
 6  81  -1.894  0.6500  1.0002  0.9978   0.0022 2.9e-05
 7  93  -1.894  0.6500  1.0000  0.9976   0.0024 1.7e-05
 8 123  -1.894  0.6500  0.9991  1.0185  -0.0185 5.4e-06
 9 147  -1.894  0.6500  0.9998  1.0113  -0.0113 2.5e-06
10 171  -1.894  0.6500  0.9998  1.0071  -0.0071 1.2e-06
largest cluster, first neighbour: v -0.2210 eV, dn 0.0447
v0 in hartree: single site -0.0842, largest cluster -0.0696
on-site interaction only: sites, Lloyd dN (electrons)
    1 0.5891
    7 0.7501
   33 0.7431
  123 0.7344
on-site only, dZ = 0.01: dN/dZ 0.7474
  infinite-crystal linear limit UD/(1+UD) 0.7411
verified
```
